# Valence splitting and layer polarisation at K in bilayer 2H MoS2

## Problem

In a 2H MoS2 bilayer the second layer is turned by 180 degrees relative to the first, with Mo above S and S above Mo. No electric field is applied, so inversion symmetry makes the layers equivalent. At the corner K of the Brillouin zone, take

- the valence spin splitting of a single layer, $D=0.147$ eV;
- the hopping between the valence states of the two layers, $t=0.043$ eV.

(a) Find the splitting $S$ of the bilayer valence states at K.

(b) Find the layer polarisation of a state of definite spin, that is, its weight in layer 1 minus its weight in layer 2.

(c) What is the layer polarisation of a whole degenerate level?

Assume that $D$ keeps its single-layer value and that other bands enter only through $D$ and $t$. One fact of the electronic structure is taken as given: the valence state at K is the Mo orbital $d_{+2}$ or $d_{-2}$ that mixes with in-plane sulfur $p$ orbitals, while the conduction state is mainly $d_0$. The subscript is the angular momentum $m$ about the layer normal. The algebra uses atomic units; energies are quoted in eV.

## Hints

1. Rotate by 120 degrees about a Mo atom. Which $m$ does the valence state have in each layer?
2. The diagonal part of spin-orbit coupling is $\xi L_zS_z$. Compare its sign in the two layers for the same spin.
3. If hopping conserves spin, the four valence states separate into two problems of two states each.
4. Square the two-state Hamiltonian before looking for eigenvectors.

## Solution

### The valence orbital in each layer

Let $a$ be the lattice constant and $\mathbf K=(4\pi/3a,0)$. Seen from a Mo atom of layer 1, the sulfur neighbours lie horizontally at

$$
\boldsymbol\delta_1=\left(\tfrac a2,\tfrac{a}{2\sqrt3}\right),\quad
\boldsymbol\delta_2=\left(-\tfrac a2,\tfrac{a}{2\sqrt3}\right),\quad
\boldsymbol\delta_3=\left(0,-\tfrac{a}{\sqrt3}\right).
$$

With $\omega=e^{2\pi i/3}$, the Bloch phases are $e^{i\mathbf K\cdot\boldsymbol\delta_j}=\omega^j$.

Let $h_j$ be the matrix element between Mo orbital $m$ and sulfur orbital $m'$ on neighbour $j$. A rotation by 120 degrees multiplies an orbital $m$ by $\omega^{-m}$ and carries neighbour $j$ to $j+1$. Since the Hamiltonian is unchanged by the rotation, $h_j=\omega^{m-m'}h_{j+1}$, or

$$h_{j+1}=\omega^{m'-m}h_j .$$

Successive terms of the Bloch sum therefore differ by the factor $\omega^{1+m'-m}$. Three such terms cancel unless $1+m'-m$ is a multiple of 3. Hence $d_{+2}$ couples to $p_{+1}$, $d_{-2}$ to $p_0=p_z$, and $d_0$ to $p_{-1}$. The valence state mixes with in-plane $p$, so in layer 1 it has $m=+2$.

In layer 2 the sulfur neighbours lie at $-\boldsymbol\delta_j$. The Bloch phases are complex conjugated, and the condition becomes that $-1+m'-m$ be a multiple of 3. Now $d_{-2}$ couples to $p_{-1}$, $d_{+2}$ to $p_z$, and $d_0$ to $p_{+1}$. The valence state of layer 2 has $m=-2$.

### Spin-orbit coupling

Write $S_z=s/2$ with $s=\pm1$, and take $\xi>0$. The energy $\xi L_zS_z=\xi ms/2$ equals $+\xi s$ in layer 1 and $-\xi s$ in layer 2. For a pure $d$ state, each layer alone has splitting $2\xi$. The sulfur admixture changes the size of the splitting, so $\xi$ is taken here as an effective strength defined by $D=2\xi$. The admixed $p$ orbitals also have opposite $m$ in the two layers, so the opposite sign remains. With $\tau_z=+1$ on layer 1 and $-1$ on layer 2, the spin-orbit energy is

$$\frac D2\,s\,\tau_z .$$

A spin-up electron is thus higher by $D$ in layer 1 than in layer 2. For spin down the order is reversed.

### Why the valence states can hop

Consider the facing sulfur planes. From an upper S atom of layer 1, the nearest lower S atoms of layer 2 lie horizontally at $-\boldsymbol\delta_j$. Let $\mathbf n$ be the unit vector along such a bond, $\theta$ its angle from the layer normal and $\varphi$ its azimuth. For two $p$ orbitals with polarisation vectors $\mathbf p_1,\mathbf p_2$, the two-centre hopping is

$$
V_\pi\,\mathbf p_1^*\!\cdot\mathbf p_2+(V_\sigma-V_\pi)(\mathbf p_1^*\!\cdot\mathbf n)(\mathbf n\cdot\mathbf p_2).
$$

The valence states contain $\mathbf p_1=(1,i,0)/\sqrt2$ and $\mathbf p_2=(1,-i,0)/\sqrt2$. Then

$$
\mathbf p_1^*\!\cdot\mathbf p_2=\tfrac12\left[1+(-i)(-i)\right]=0,\qquad
\mathbf p_1^*\!\cdot\mathbf n=\mathbf n\cdot\mathbf p_2=\frac{\sin\theta\,e^{-i\varphi}}{\sqrt2},
$$

and each bond contributes $\tfrac12\sin^2\theta\,e^{-2i\varphi}(V_\sigma-V_\pi)$. The azimuth of $\boldsymbol\delta_j$ is $120^\circ j-90^\circ$; reversing the bond adds $180^\circ$, which leaves $e^{-2i\varphi}$ unchanged. So $e^{-2i\varphi}=-\omega^{-2j}$. The Bloch phase is $\omega^{-j}$, and the product is $-\omega^{-3j}=-1$ on all three bonds. They add up:

$$
T=-\tfrac32\sin^2\theta\,(V_\sigma-V_\pi).
$$

For the rough geometry in the numerical output, $\sin^2\theta=0.266$ and $|T|=0.399\,|V_\sigma-V_\pi|$. This sum shows that hopping is allowed; the value of $t$ itself remains an input, because it also depends on the sulfur content of the bands.

Several other couplings cancel at K. Between conduction states of equal spin, $p_{-1}$ meets $p_{+1}$, and the terms vary as $\omega^j$. Between a valence and a conduction state of equal spin, equal $p$ orbitals meet, and the terms vary as $\omega^{-j}$. A spin flip between valence states adds a factor $\omega^{\pm1}$ from bond to bond, because the two spin states acquire different phases under the rotation. Each of these sums over three bonds is zero. A spin flip between a valence and a conduction state is not always excluded in this way, since its factor $\omega^{\pm1}$ can compensate the variation $\omega^{-j}$; it is left out here under the assumption that other bands enter only through $D$ and $t$.

### The splitting

For each spin $s$ the Hamiltonian in layer space, measured from the mean valence energy, is

$$H_s=\frac D2\,s\,\tau_z+t\,\tau_x .$$

The phase of the hopping has been absorbed into the phase of the layer-2 state, so $t$ is real and positive. Squaring gives

$$
H_s^2=\frac{D^2}{4}+t^2+\frac{Dst}{2}(\tau_z\tau_x+\tau_x\tau_z)
=\frac{D^2}{4}+t^2,
$$

because $\tau_z$ and $\tau_x$ anticommute and $s^2=1$. Since $H_s$ has zero trace, its two eigenvalues are opposite:

$$E_\pm=\pm\frac S2,\qquad S=\sqrt{D^2+4t^2}.$$

They do not depend on $s$, so the four states form two doublets. Numerically,

$$
S=\sqrt{0.021609+0.007396}\ \text{eV}=\sqrt{0.029005}\ \text{eV}=0.170\ \text{eV},
$$

or 0.00626 hartree. This answers (a). Hopping raises the splitting by 0.023 eV, much less than $2t=0.086$ eV, because it connects states already separated by $D$. For $2t\ll D$, expanding the root gives $S\simeq D+2t^2/D$, an increase of second order in $t$. In the opposite limit, $D\to0$, the splitting becomes $2t$.

### The layer polarisation

The projector onto the upper state of spin $s$ is $\Pi_s=\tfrac12(1+2H_s/S)$: it gives 1 at energy $S/2$ and 0 at $-S/2$. Using $\mathrm{Tr}\,\tau_z=0$, $\mathrm{Tr}\,\tau_x\tau_z=0$ and $\mathrm{Tr}\,\tau_z^2=2$,

$$
\langle\tau_z\rangle=\mathrm{Tr}(\Pi_s\tau_z)
=\frac1S\,\mathrm{Tr}(H_s\tau_z)=s\,\frac DS .
$$

The magnitude is

$$P=\frac DS=\frac{0.147}{0.1703}=0.863 .$$

This answers (b): in the upper doublet the spin-up state has polarisation $+0.86$ and the spin-down state $-0.86$. The signs are reversed in the lower doublet. The weight in the favoured layer is $(1+P)/2=0.93$, leaving 0.07 in the other. As $t\to0$, $P\to1$; as $D\to0$, $P\to0$ and the states spread equally over both layers.

For (c), the two members of a doublet contribute $+P$ and $-P$, so the total is zero. Symmetry requires this: inversion exchanges the layers and takes K to $-$K, and time reversal then returns $-$K to K without moving charge between the layers. The combined operation maps each level at K onto itself with its layer polarisation reversed. The numbers $\pm P$ still have a meaning independent of the basis: $\tau_z$ conserves spin, so its matrix within the doublet is diagonal in the spin basis, with eigenvalues $\pm P$. At the opposite corner, $-$K, both orbital $m$ values change sign, and each spin favours the other layer. With equivalent layers, selecting only the spin or only the valley therefore leaves no net layer polarisation. The populations must favour particular combinations of the two, such as spin up at K together with spin down at $-$K, which in the upper doublet both favour layer 1.

### Comparison with a real bilayer

The chosen $D$ and $t$ are of the size typical for MoS2, but $t$ depends on the layer spacing. Raising $t$ by 10% at fixed $D$ changes $S$ from 0.170 to 0.175 eV and $P$ from 0.86 to 0.84. A substrate or gate can also break the assumed equivalence of the layers; Variation 1 estimates the effect of an internal field of 0.10 MV/cm. Moreover, the valence maximum of the bilayer lies at $\Gamma$, not at K. With a rough offset of 0.3 eV, the Boltzmann factor for a hole at K relative to $\Gamma$ is about $10^{-5}$ at 300 K, so at low doping, where Boltzmann statistics apply, equilibrium holes sit mainly at $\Gamma$. The K splitting matters for optical transitions at K, but the separation of exciton lines also contains the spin splitting of the conduction band and differences in binding energy, so it need not equal $S$.

Motion away from K can be estimated by coupling each valence state to the conduction state of its own layer with strength $vq$, where $q$ is the distance from K. Let the conduction level lie $G$ above the mean valence energy, with no spin splitting. In this model the coupling and $G$ are the same for both layers, so the eigenvectors of $H_s$ still separate the problem. Each valence energy $\varepsilon=\pm S/2$ becomes

$$
E(\varepsilon)=\frac{G+\varepsilon}{2}-\sqrt{\frac{(G-\varepsilon)^2}{4}+v^2q^2}.
$$

Take roughly $G=1.7$ eV and $v=3.5$ eV angstrom, and define a thermal wave vector by $v^2q^2/G=k_BT$. At 300 K, $q=0.060$ per angstrom and the splitting falls to 0.168 eV. The upper doublet is closer to the conduction level and is pushed down more. The polarisation stays at 0.863 because the layer part of each eigenvector is unchanged. Interlayer couplings that appear away from K are omitted from this estimate.

## Variation 1: a perpendicular field

*An internal field of 0.10 MV/cm acts across the layer spacing of 6.15 angstrom. How far does the upper doublet split?*

The field gives the layers an energy difference $U=0.00615$ eV. Adding $(U/2)\tau_z$ replaces $sD$ by $sD+U$, so the upper energies are

$$
E_s=\frac12\sqrt{(sD+U)^2+4t^2}
\simeq\frac S2+\frac{sD}{2S}\,U .
$$

The last form is first order in $U$. The difference between $s=+1$ and $s=-1$ is

$$E_{+1}-E_{-1}\simeq\frac DS\,U=PU=0.863\times0.00615\ \text{eV}=0.0053\ \text{eV}.$$

Diagonalising with the field included gives the same value to this precision. The layer polarisation thus also measures how strongly the levels respond to a small layer bias. The field here is the one inside the bilayer, after screening.

## Variation 2: equal spin-orbit signs

*Keep $D$ and $t$ fixed, but suppose artificially that spin-orbit coupling had the same sign in both layers. What would change?*

The spin-orbit term no longer contains $\tau_z$:

$$H_s=\frac D2\,s+t\,\tau_x,\qquad E=\frac D2\,s\pm t .$$

The four levels are $-0.1165$, $-0.0305$, $+0.0305$ and $+0.1165$ eV. Their eigenvectors are those of $\tau_x$, with equal weight in both layers, so the layer polarisation is zero for any nonzero $t$. Hopping now acts between states of equal energy and shifts them by the full $\pm t$. At fixed nonzero $t$, the large polarisation of the 2H bilayer therefore comes from the opposite spin-orbit sign in the two layers, which puts an energy difference $D$ between states of the same spin. This case is not a model of the 3R stacking of MoS2, where the layers are parallel and the signs are equal. There equal in-plane $p$ orbitals face each other, the three Bloch phases sum to zero, the valence hopping at K vanishes, and each state stays in one layer.

## Table of computed values

```
Monolayer splitting D: 0.147 eV
Interlayer hopping t: 0.043 eV
Valence m at K, layer 1: +2; layer 2: -2
Rough lattice constant: 3.16 angstrom
Rough layer spacing: 6.15 angstrom
Rough Mo-S height: 1.56 angstrom
Facing sulfur plane gap: 3.03 angstrom
sin^2(theta) of S-S bond: 0.266
Valence sum / (Vsigma-Vpi): 0.399
Largest forbidden sum: 1.4e-16 eV
D squared: 0.021609 eV^2
4 t squared: 0.007396 eV^2
Sum of squares: 0.029005 eV^2
Upper doublet energy: +0.08515 eV
Lower doublet energy: -0.08515 eV
Bilayer splitting S: 0.1703 eV
Bilayer splitting S: 0.006259 hartree
Excess S-D: 0.0233 eV
Layer polarisation P: 0.8631
Larger layer weight: 0.9316
Smaller layer weight: 0.0684
Equal-sign control levels (eV): -0.1165 -0.0305 +0.0305 +0.1165
Control, largest |polarisation|: 0.0e+00
S with t raised 10%: 0.1748 eV
P with t raised 10%: 0.8409
Internal field: 0.10 MV/cm
Layer bias from field: 0.00615 eV
Doublet splitting from field: 0.00531 eV
P times layer bias: 0.00531 eV
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Rough gap: 1.7 eV
Rough velocity parameter: 3.5 eV angstrom
Thermal wave vector: 0.0599 1/angstrom
S at thermal wave vector: 0.1678 eV
P at thermal wave vector: 0.8631
Hole Boltzmann factor, lower doublet: 1.38e-03
Rough Gamma height above K: 0.3 eV
Hole Boltzmann factor, K to Gamma: 9.1e-06
```
